# Coordinate stretching of a two-dimensional orthotropic dielectric

## The form of the answer

Let conductors and charges be uniform along \(y\), and let the dielectric have principal axes \(x\) (in the film plane) and \(z\) (normal to the film), with relative permittivities \(k_x\) and \(k_z\). The field components obey

\[
D_x=\varepsilon_0k_xE_x,\qquad D_z=\varepsilon_0k_zE_z .
\]

Electrostatics written in these components never adds a length along \(x\) to a length along \(z\). The two lengths may therefore be given independent units, \(L_x\) and \(L_z\). With \(q\) the unit of charge and \(V\) that of potential, \(D_x\) is a charge per area \(L_yL_z\) and \(E_x\) is a potential per \(L_x\), so

\[
[\varepsilon_0k_x]=\frac{q}{VL_y}\frac{L_x}{L_z},\qquad
[\varepsilon_0k_z]=\frac{q}{VL_y}\frac{L_z}{L_x}.
\]

A capacitance per unit length has the unit \(q/(VL_y)\). A product \((\varepsilon_0k_x)^\alpha(\varepsilon_0k_z)^\beta\) has this unit if \(\alpha+\beta=1\) and \(\alpha-\beta=0\), that is, if \(\alpha=\beta=1/2\). A ratio of a width \(w\) to a height \(h\) has the unit \(L_x/L_z\), and becomes a pure number when multiplied by \(\sqrt{k_z/k_x}\). Hence

\[
C=\varepsilon_0\sqrt{k_xk_z}\;F\!\left(\frac wh\sqrt{\frac{k_z}{k_x}},\ldots\right),
\]

where the dots stand for the other shape ratios, treated alike. The function \(F\) does not depend on the permittivities separately, so it can be found from an isotropic problem. The permittivity \(\sqrt{k_xk_z}\) thus comes together with a changed shape.

## Theorem

**Assumptions.** The fields are static, or slow enough to be treated as static. The dielectric is linear, with constant \(k_x,k_z>0\) and fixed principal axes. It fills a bounded region of the \(xz\) plane. Each part of the boundary is either a conductor surface or a line through which no electric flux passes, such as a symmetry line. At least one conductor is present. Conductor surfaces may have any orientation.

**Statement.** Put

\[
X=ax,\quad Z=bz,\quad a,b>0,\quad \frac ab=\sqrt{\frac{k_z}{k_x}},\quad K=\sqrt{k_xk_z},
\]

and carry the potential over point by point, \(\phi(x,z)=\Phi(ax,bz)\). Then \(\Phi\) is the potential of an isotropic dielectric of relative permittivity \(K\) in the stretched geometry. Conductor potentials, charges per unit length, energy per unit length and the capacitance matrix are the same in both problems.

The common scale of \(a\) and \(b\) is free. The choice \(a=(k_z/k_x)^{1/4}\), \(b=1/a\) preserves areas.

Two identities follow from the definitions and are used throughout:

\[
k_x\frac ab=\sqrt{k_xk_z}=K,\qquad k_z\frac ba=\sqrt{k_xk_z}=K. \tag{1}
\]

## Lemma 1: the field equation

Gauss's law is \(\partial_xD_x+\partial_zD_z=\rho\), with \(\rho\) the free charge density. Since \(E_x=-\phi_x\) and \(E_z=-\phi_z\),

\[
\varepsilon_0(k_x\phi_{xx}+k_z\phi_{zz})=-\rho .
\]

By the chain rule \(\phi_x=a\Phi_X\) and \(\phi_z=b\Phi_Z\). A second differentiation gives \(\phi_{xx}=a^2\Phi_{XX}\) and \(\phi_{zz}=b^2\Phi_{ZZ}\). Substitution and division by \(ab\) yield

\[
\varepsilon_0\left(k_x\frac ab\Phi_{XX}+k_z\frac ba\Phi_{ZZ}\right)=-\frac{\rho}{ab}.
\]

The medium is isotropic if the two coefficients agree, which requires \(a^2/b^2=k_z/k_x\). By (1) both then equal \(K\):

\[
\varepsilon_0K(\Phi_{XX}+\Phi_{ZZ})=-\rho',\qquad \rho'=\frac{\rho}{ab}. \tag{2}
\]

An area element becomes \(dX\,dZ=ab\,dx\,dz\), so \(\rho'\,dX\,dZ=\rho\,dx\,dz\). Each element keeps its charge per unit length. ∎

## Lemma 2: the flux

In the stretched problem \(D_X=-\varepsilon_0K\Phi_X\) and \(D_Z=-\varepsilon_0K\Phi_Z\). Identity (1) gives \(k_xa=Kb\) and \(k_zb=Ka\). Therefore

\[
D_x=-\varepsilon_0k_xa\Phi_X=bD_X,\qquad
D_z=-\varepsilon_0k_zb\Phi_Z=aD_Z. \tag{3}
\]

Consider a curve element \((dx,dz)\). The vector \((dz,-dx)\) is normal to it and has its length, so the flux through the element is \(D_xdz-D_zdx\). With \(dx=dX/a\) and \(dz=dZ/b\),

\[
D_xdz-D_zdx=bD_X\frac{dZ}{b}-aD_Z\frac{dX}{a}=D_XdZ-D_ZdX. \tag{4}
\]

The flux through every curve element is preserved. The field strengths themselves change: \(E_x=aE_X\) and \(E_z=bE_Z\). A field computed in the stretched problem has to be converted back before it is compared with a breakdown field. ∎

## Lemma 3: the energy

The chain rule and the relations \(k_xa=Kb\), \(k_zb=Ka\) give

\[
k_x\phi_x^2+k_z\phi_z^2=k_xa^2\Phi_X^2+k_zb^2\Phi_Z^2=Kab(\Phi_X^2+\Phi_Z^2).
\]

The factor \(ab\) cancels against \(dx\,dz=dX\,dZ/(ab)\), so

\[
\frac{\varepsilon_0}{2}\int(k_x\phi_x^2+k_z\phi_z^2)\,dx\,dz
=\frac{\varepsilon_0K}{2}\int|\nabla\Phi|^2\,dX\,dZ. \quad ∎
\]

## Proof of the theorem

Lemma 1 supplies the isotropic field equation. A conductor surface on which \(\phi=V_i\) is carried to a surface on which \(\Phi=V_i\). A boundary without flux remains one by (4). Thus \(\Phi\) satisfies all conditions of the stretched problem.

There is no second solution. The difference \(u\) of two solutions would have no charge in the volume, would vanish on the conductors and would carry no flux through the remaining boundary. Multiplying its field equation by \(u\) and integrating by parts gives \(\int|\nabla u|^2dX\,dZ=0\). So \(u\) is constant, and it is zero because it vanishes on a conductor.

Integrating (4) around conductor \(i\) shows that its charge \(Q_i\) is unchanged. Without volume charge, \(Q_i=\sum_jC_{ij}V_j\) defines the capacitance matrix. Potentials and charges agree for every choice of the \(V_j\), so the matrices agree. Lemma 3 gives the energy. ∎

## Remarks: limits and a closed form

**Parallel plates.** Take plates of width \(w\), a distance \(h\) apart along \(z\). Their edges can be neglected if the stretched plates are wide compared with their distance, \(bh\ll aw\), that is, if \(h\sqrt{k_x/k_z}\ll w\). The stretched problem gives

\[
C=\varepsilon_0K\frac{aw}{bh}=\varepsilon_0k_z\frac wh,
\]

because \(Ka/b=k_z\). This is the expected result, since the field points along \(z\). For plates facing each other along \(x\), with height \(t\) and spacing \(s\), where \(s\sqrt{k_z/k_x}\ll t\), \(C=\varepsilon_0K\,bt/(as)=\varepsilon_0k_xt/s\). Using \(K\) with the original dimensions would be wrong in both cases, by the factors \(K/k_z\) and \(K/k_x\).

**Line charge.** This example and the next have unbounded regions. Lemmas 1 and 2 hold point by point, so the stretch applies there too. In an isotropic medium a line charge \(\lambda\) has \(\Phi=-\lambda\ln(X^2+Z^2)/(4\pi\varepsilon_0K)\) up to a constant. Since \(a^2/b^2=k_z/k_x\), one can write \(a^2=c/k_x\) and \(b^2=c/k_z\). The factor \(c\) adds only a constant to the logarithm, so

\[
\phi=-\frac{\lambda}{4\pi\varepsilon_0K}\ln\!\left(\frac{x^2}{k_x}+\frac{z^2}{k_z}\right)+\text{constant}.
\]

Equipotentials are ellipses, longer along the axis of larger permittivity. For \(k_x=8\), \(k_z=2\), the flux of this field through a rectangle around the charge, found by numerical integration, is \(1.000000\,\lambda\).

**Thin strip between planes.** Let a strip of width \(w\) lie midway between two grounded planes a distance \(B\) apart. The stretched width and plane distance are \(W=aw\) and \(B'=bB\). In the upper half, \(0<Z<B'/2\), the function

\[
t=\tanh\frac{\pi(X+iZ)}{B'}
\]

maps the region to the upper half plane. The line \(Z=0\) goes to \(|t|<1\), and the grounded plane goes to \(|t|>1\), because \(\tanh(v+i\pi/2)=\coth v\). The conductor occupies \(|t|<\tau\), with \(\tau=\tanh(\pi W/2B')\). No flux crosses \(\tau<|t|<1\), by symmetry. Next, with \(m=\tau^2\), the map

\[
\zeta=\int_0^{t/\tau}\frac{du}{\sqrt{(1-u^2)(1-mu^2)}}
\]

takes the half plane to a rectangle, since the phase of the integrand jumps by a right angle at each of \(u=\pm1,\pm1/\tau\). The conductor becomes the base, of length \(2\mathcal K(m)\), where \(\mathcal K(m)\) is the integral from 0 to 1. The height is the integral of \(du/\sqrt{(u^2-1)(1-mu^2)}\) from 1 to \(1/\tau\). The substitution \(u=[1-(1-m)v^2]^{-1/2}\) turns it into \(\mathcal K(1-m)\).

Conformal maps preserve Laplace's equation and flux. The half region therefore has the capacitance of a plate capacitor, base over height, and the two halves add:

\[
C=4\varepsilon_0K\frac{\mathcal K(m)}{\mathcal K(1-m)},\qquad
m=\tanh^2\!\left(\frac{\pi w}{2B}\sqrt{\frac{k_z}{k_x}}\right). \tag{5}
\]

For \(k_x=8\), \(k_z=2\) and \(w=B\), one has \(K=4\) and \(a/b=1/2\), and (5) gives \(C/\varepsilon_0=15.004\). A direct numerical solution of the anisotropic equation in the original geometry gives 15.007. With \(K=4\) but no stretching, the formula would give 23.058.

## Proposition: several dielectrics

One common stretch makes several dielectrics isotropic if they share the ratio \(k_x/k_z\). Horizontal layers allow more. Let layer \(i\) have permittivities \(k_{x,i}\) and \(k_{z,i}\). Keep \(X=x\), and stretch each thickness by its own factor

\[
b_i=\sqrt{k_{x,i}/k_{z,i}} .
\]

Within each layer the theorem applies with \(a=1\), and the layer becomes isotropic with \(K_i=\sqrt{k_{x,i}k_{z,i}}\). At an interface two conditions must survive. The potential stays continuous, because points on both sides keep the same \(X\). The normal component stays continuous because (3) with \(a=1\) reads \(D_z=D_Z\) on both sides. The layered problem is therefore equivalent to a layered isotropic one. ∎

Vertical interfaces are treated in the same way, with \(b=1\) and a separate \(a_i\) for each region. A liner that follows both the side walls and the top of a line has interfaces of both kinds. If the liner is isotropic with permittivity \(k_l\), the stretch that suits the surrounding film gives it the components \(k_la/b\) and \(k_lb/a\). These differ unless \(a=b\), so the liner becomes anisotropic and this method does not remove the anisotropy from the whole problem.

## Example: lines in a polyimide film

A periodic array of metal lines lies midway between two grounded planes. The dielectric is a rigid aromatic polyimide with rough values \(k_x=3.5\) and \(k_z=2.9\). Line width and space are 300 nm, line thickness is 600 nm, and each plane is 600 nm from the nearest line surface. Then

\[
K=\sqrt{3.5\times2.9}=3.186,\qquad a=(2.9/3.5)^{1/4}=0.954,\qquad b=1.048 .
\]

The stretched width and space are \(0.9541\times300=286.2\) nm. The stretched thickness and plane distance are \(1.0481\times600=628.9\) nm.

**Definition of the capacitances.** Let \(C_g\) be the capacitance of a line to both planes and \(C_n\) that to each of its two \(n\)th neighbours. The charge on line 0 is

\[
Q_0=C_gV_0+\sum_{n\ge1}C_n\left[(V_0-V_n)+(V_0-V_{-n})\right].
\]

If all lines have the same potential, the sum vanishes and \(C_{\rm same}=C_g\). If the signs alternate, the two \(n\)th neighbours together contribute \(4C_n\) for odd \(n\) and nothing for even \(n\). Hence

\[
C_c\equiv\frac{C_{\rm opp}-C_{\rm same}}4=C_1+C_3+\cdots .
\]

**Result.** The direct anisotropic solution gives

\[
C_g=49.5\ \text{pF/m}=0.0495\ \text{fF/µm},\qquad
C_c=79.3\ \text{pF/m}=0.0793\ \text{fF/µm}.
\]

The isotropic solution in the stretched geometry, on an unrelated mesh, gives the same values to the digits shown. With alternating signs, 97.8 % of the flux leaving a line crosses the mid-gap lines in both solutions, as (4) requires.

The remaining 2.2 % is less than \(C_g/C_{\rm opp}=49.48/366.55=13\,\%\). There is no contradiction. The charge that one line induces on the planes spreads over the neighbouring cells, where lines of opposite sign partly cancel it.

The side walls alone, treated as parallel plates, would give \(\varepsilon_0k_xt/s=62.0\) pF/m. This is 22 % below \(C_c\). The plate estimate leaves out the fringing field, and it also ignores the subtraction of \(C_{\rm same}\) in the definition of \(C_c\).

With both neighbours grounded, the line has \(C_g+2C_c=208\) pF/m. With both at the opposite potential it has \(C_g+4C_c=367\) pF/m in the alternating array. The first sum omits second neighbours. Their capacitance follows from the pattern \(V,0,-V,0\) and is 1.0 pF/m, or 1.3 % of \(C_c\); counting one on each side adds about 1 % to the total.

**Two shortcuts.** The first puts \(K\) into the unstretched geometry. Relative to the direct solution, \(C_g\) is then 9.5 % too high and \(C_c\) is 8.4 % too low. In this geometry the errors are close to the plate values, \(K/k_z-1=+9.9\,\%\) for a vertical field and \(K/k_x-1=-9.0\,\%\) for a horizontal one. The plate values are not bounds on the error of \(C_c\), which is a difference of two capacitances: with planes much closer to the lines, that error can be larger.

The second uses \(k_z\) in all directions. This is the value obtained from a film between large horizontal plates, where the field is vertical. Here \(C_g\) changes by only −0.4 %, but \(C_c\) comes out 16.7 % too low.

The difference can be traced to the field energy. At unit potential, \(C\) is the minimum of \(\varepsilon_0\int(k_x\phi_x^2+k_z\phi_z^2)dx\,dz\) over potentials with the given conductor values. At the minimum a small change of \(\phi\) has no first-order effect, so only the explicit \(k_x\) contributes to the derivative:

\[
\frac{\partial\ln C}{\partial\ln k_x}
=\frac{\int k_x\phi_x^2\,dx\,dz}{\int(k_x\phi_x^2+k_z\phi_z^2)\,dx\,dz}=f_x .
\]

Here \(f_x\) is the fraction of energy in the horizontal field. It applies to \(C_{\rm same}\) and \(C_{\rm opp}\), each of which belongs to one field pattern. Let \(C_{\rm blanket}\) be the value of \(C\) computed with \(k_z\) in all directions. Averaged over \(\ln k_x\) between \(k_x=2.9\) and \(k_x=3.5\),

\[
\bar f_x=\frac{\ln(C_{\rm blanket}/C)}{\ln(2.9/3.5)} .
\]

For equal potentials this is \(\ln(49.30/49.48)/\ln(2.9/3.5)\approx0.02\). For alternating signs \(C_{\rm blanket}=49.30+4\times66.07=313.6\) pF/m, and \(\bar f_x\approx0.83\). The first pattern scarcely senses \(k_x\), while the second depends mainly on it.

## The real case

The dimensions are roughly those of a quarter-micron interconnect generation, for which a 2.5 V supply is typical. Most interlayers of that generation were silicon dioxide rather than polyimide. In a rigid polyimide the chains tend to lie in the film plane, which makes \(k_x\) larger than \(k_z\); the amount varies with the polymer and its curing. The model also assumes a single uniform dielectric, whereas a real stack may contain several. Nitride layers 50 nm thick, with a rough \(k=7\), placed directly above and below the lines at fixed total distance to the planes, raise \(C_g\) by 5.9 % and \(C_c\) by 14.8 % in the model. For \(C_c\) this is comparable in size to the 16.7 % error made by using \(k_z\) in all directions. The layered stretch still handles such a stack: the directly solved and stretched problems agree within 0.004 % of the total charge. Real neighbouring metal levels are also patterned rather than solid planes, an effect not sized here.

Other changes can be set beside these, each with the rest of the model held fixed:

- Moisture uptake, represented by a rough increase of 0.3 in both permittivities, raises \(C_g\) by 10.3 % and \(C_c\) by 8.6 %.
- Lines 30 nm wider at fixed pitch raise \(C_g\) by 0.7 % and \(C_c\) by 11.2 %.
- The ends of a 1 mm line would add about 0.12 % if each counted as an extra length equal to the plane distance. That length is a rough assumption.

An uncertainty of 10 % in the spacing thus affects the coupling about as much as the choice between \(K\) without stretching and the correct treatment.

The linear dielectric law also requires fields well below breakdown. With 2.5 V between neighbours, the mean gap field is \(2.5\ \text{V}/300\ \text{nm}=0.083\) MV/cm. It is larger at the corners of the lines. Near a right-angled metal corner the dielectric fills an angle \(3\pi/2\). In the stretched problem the leading potential difference from the metal is proportional to \(R^{2/3}\sin(2\theta/3)\), which vanishes on both faces, so the field grows as \(R^{-1/3}\). Stretching along the axes keeps this corner right-angled, and the exponent is the same in the physical film. For a corner radius of 10 nm, setting the unknown prefactor to one gives \(0.083\times(300/10)^{1/3}=0.26\) MV/cm. This order-of-magnitude estimate is about a tenth of a rough breakdown field of 2 MV/cm.

The numerical output below lists the values used here.

## Computed results

```
Line charge: flux/lambda around 1.000000, outside 0.000000
Strip test: kx = 8.0, kz = 2.0, width/plane gap = 1.00
Strip C/eps0, direct anisotropic solution: 15.007
Strip C/eps0, stretched elliptic formula: 15.004
Strip C/eps0, K without stretching: 23.058
Polyimide (rough): kx = 3.50, kz = 2.90
K = sqrt(kx kz) = 3.1859
a = 0.9541, b = 1.0481, a/b = 0.9103
Physical width, space, thickness, height: 300, 300, 600, 600 nm
Stretched width, space, thickness, height: 286.2, 286.2, 628.9, 628.9 nm
C direct anisotropic: planes 49.48, neighbour 79.27 pF/m
C stretched isotropic: planes 49.48, neighbour 79.27 pF/m
C direct, converted: planes 0.05, neighbour 0.08 fF/um
Largest charge or flux mismatch / total charge: 0.002 %
Alternating lines, flux through mid-gap: direct 97.81 %, stretched 97.82 %
Side-wall plate estimate eps0 kx t/s: 61.98 pF/m
Total C, neighbours quiet (Cg + 2 Cc): 208.02 pF/m
Total C, neighbours opposite (Cg + 4 Cc): 366.55 pF/m
C with K, unstretched: planes 54.16, neighbour 72.58 pF/m
  error of that shortcut: planes 9.46, neighbour -8.43 %
C with kz in all directions: planes 49.30, neighbour 66.07 pF/m
  error of that shortcut: planes -0.36, neighbour -16.65 %
Nitride layers (rough): k = 7.0, thickness 50 nm
Layered stretch, largest mismatch: 0.004 %
C with nitride layers: planes 52.39, neighbour 91.03 pF/m
  change due to nitride: planes 5.88, neighbour 14.84 %
Second-neighbour C: 1.039 pF/m = 1.31 % of neighbour C
Moisture (rough): both k raised by 0.3
  change due to moisture: planes 10.31, neighbour 8.63 %
Lines wider by 30 nm at fixed pitch
  change due to widening: planes 0.73, neighbour 11.17 %
Line ends: about 0.12 % for length 1 mm
Mean gap field at 2.5 V: 0.083 MV/cm
Corner field estimate, radius 10 nm: 0.26 MV/cm
Rough breakdown field: 2 MV/cm; corner/breakdown = 0.13
```
